# Detection-limit gain from droplet collection on a 300 mm wafer

Collecting the surface metal of a 300 mm wafer into one droplet residue, with 80 percent recovery and an analysed spot of 1 cm², lowers the detection limit by a factor of about 570:

$$
G=\frac{\eta A}{a}=\frac{0.80\times 706.9\ \text{cm}^2}{1.0\ \text{cm}^2}\approx 570 .
$$

Here $A$ is the wafer area, $a$ the analysed area and $\eta$ the fraction of the metal that reaches the residue. The factor compares one direct reading with one reading of the residue, at equal counting time, equal response per atom and equal background noise. It refers to metal spread uniformly over the wafer. With rough allowances for a contaminated droplet and other departures from these conditions, the example below gives about 410.

## The estimate on the back of an envelope

Total-reflection X-ray fluorescence sends a beam onto the wafer at a grazing angle and counts the characteristic X-rays of the metal atoms. The detector sees about 1 cm² of the surface. The rest of the wafer carries metal too, but contributes nothing to the reading.

In vapour phase decomposition, an acid vapour dissolves the surface oxide. A droplet then scans the wafer, takes up the released metal and is dried. The metal from the whole surface now lies in a residue a few millimetres wide, which fits inside the detector's view.

The wafer area is

$$
A=\frac{\pi D^2}{4}=\frac{\pi(30\ \text{cm})^2}{4}=706.9\ \text{cm}^2 .
$$

The detector therefore sees 706.9 times as many atoms if all are collected, and $0.80\times706.9=565.5$ times as many at 80 percent recovery. The background comes mainly from the wafer area in the detector's view, which has the same size in both readings, and is taken as unchanged. The same number of atoms is needed for detection, so the areal density that supplies them is lower by this factor.

## From atoms to a detection limit

Let the metal have uniform areal density $\sigma$, in atoms/cm². The numbers of atoms in view are

$$
N_{\text{dir}}=\sigma a,\qquad N_{\text{col}}=\eta\sigma A .
$$

Let $k$ be the mean number of counts per atom in one run, and $B$ the mean background in that run. The net signals are $k\sigma a$ and $k\eta\sigma A$. Background counts follow Poisson statistics, so their variance equals their mean and their standard deviation is $\sqrt B$.

The detection limit is defined here as the density whose mean net signal equals three standard deviations of a blank reading. The mean background is taken as known. If it had to be found from an equally long blank run, both limits would grow by $\sqrt2$ and their ratio would stay the same.

Setting each net signal equal to $3\sqrt B$ gives

$$
k\sigma_{\text{dir}}a=3\sqrt B
\quad\Rightarrow\quad
\sigma_{\text{dir}}=\frac{3\sqrt B}{ka},
$$

$$
k\eta\sigma_{\text{col}}A=3\sqrt B
\quad\Rightarrow\quad
\sigma_{\text{col}}=\frac{3\sqrt B}{k\eta A}.
$$

Dividing the first limit by the second cancels $3\sqrt B$ and $k$:

$$
G=\frac{\sigma_{\text{dir}}}{\sigma_{\text{col}}}=\frac{\eta A}{a}.
$$

The cancellation shows where equal time, response and background enter. As a test of the counting of atoms, six million atoms were placed at random on the wafer, each was recovered with probability 0.80, and the number recovered was divided by the number inside a 1 cm² spot. The ratio was 561. About 8500 atoms are expected in the spot, so a random scatter near 1 percent is expected, and the result agrees with 565.5.

## Nickel as a worked example

Take nickel as the contaminant, with round values for the instrument: $B=900$ counts in 1000 s and $k=9\times10^{-9}$ counts per atom in that time. The required net signal is $3\sqrt{900}=90$ counts. The direct limit is

$$
\sigma_{\text{dir}}=\frac{90}{(9\times10^{-9})(1\ \text{cm}^2)}
=1.0\times10^{10}\ \text{atoms/cm}^2,
$$

and after collection

$$
\sigma_{\text{col}}=\frac{1.0\times10^{10}}{565.5}
=1.8\times10^{7}\ \text{atoms/cm}^2 .
$$

At its limit the residue holds $\eta\sigma_{\text{col}}A=1.0\times10^{10}$ nickel atoms, the same number that the direct spot holds at its own limit. With a molar mass of 58.69 g/mol this is 0.97 pg.

The three-sigma rule can be compared with exact Poisson probabilities. Fix the alarm threshold so that background alone exceeds it with a probability no greater than the one-sided three-sigma Gaussian value, and ask for the net signal that is detected half the time. For 900 background counts this signal is 91.7 counts, 2 percent above the rule. The Gaussian rule is adequate here.

The gain is proportional to recovery. At 70 percent it is 495, and at 90 percent it is 636. Recovery also enters the reported density, $\sigma=N_{\text{col}}/(\eta A)$. If 80 percent is assumed when the true recovery is 70 percent, the report is $0.70/0.80=0.875$ of the true density, or 12.5 percent low.

## Why longer counting is a poor substitute

For a direct reading lasting $T$ times as long, the signal per unit density becomes $Tka$ and the background becomes $TB$. Hence

$$
\sigma_{\text{dir}}(T)=\frac{3\sqrt{TB}}{Tka}
=\frac{\sigma_{\text{dir}}}{\sqrt T}.
$$

Matching the gain $G$ requires $\sqrt T=G$, so $T=G^2$. In the example this is $(565.5)^2\times1000$ s, or 10.1 years, even if the instrument stayed perfectly stable.

A map of the whole wafer is a second comparison. Suppose $M=A/a=706.9$ ideal spots cover the wafer and each receives the full 1000 s. Their summed signal is $Mk\sigma a$, but their backgrounds also add, giving noise $\sqrt{MB}$. The limit for the average density is

$$
\sigma_{\text{map}}=\frac{3\sqrt{MB}}{Mka}
=\frac{\sigma_{\text{dir}}}{\sqrt M}.
$$

The map gains $\sqrt{706.9}=26.6$ and takes 8.2 days. If the total time is instead held at 1000 s, each spot gets $1/M$ of it. The summed signal is then $k\sigma a$ and the summed background is $B$, as for one spot, so there is no gain.

Droplet collection does better because it brings the atoms together without bringing the background of every spot along with them. Against the full-time map its advantage is $G/\sqrt M=\eta\sqrt M$, about 21, in addition to the shorter counting time. The time needed to prepare the droplet is not included.

## What happens to a local fault

The residue reports an average over the wafer. Suppose that the metal occupies one patch of area $p$ with density $\sigma$, and that a sharp-edged direct spot lies wholly inside it. The direct reading sees $\sigma a$ atoms, and the residue contains $\eta\sigma p$. The gain for detecting this patch is therefore

$$
G_{\text{patch}}=\frac{\eta\sigma p}{\sigma a}=\frac{\eta p}{a}.
$$

For $p=5$ cm² it is 4.0. It falls to one at $p=a/\eta=1.25$ cm². For a smaller patch that still covers the spot, collection is worse than a direct reading aimed at the right place. If the direct spot misses the patch, it sees none of the metal, while the residue still contains it. Collection thus suits a search for average contamination, and it gives up the position of the source.

## The droplet brings metal of its own

The collecting liquid contains some nickel before it touches the wafer. Let it add $n_b$ atoms on average, with relative standard deviation $u$ from one droplet to the next. The mean can be measured on blanks and subtracted, but its variation remains.

For a droplet that adds $n$ atoms, the mean count is $B+kn$, and the Poisson variance has the same value. Averaging this variance over droplets gives $B+kn_b$. The mean count itself also varies between droplets, with standard deviation $k\,u n_b$. The two contributions to the variance add:

$$
s^2=B+kn_b+(u k n_b)^2 .
$$

The gain becomes $G\sqrt B/s$. The limit is still defined as three standard deviations. If the droplet variation is not Gaussian, the false-alarm probability can differ from the Gaussian value.

Take a 100 µL droplet with 10 ng/L nickel and $u=0.30$. It contains 1 pg, or $1.03\times10^{10}$ atoms, about as many as the residue holds at the ideal limit. These give $kn_b=92.3$ counts, and

$$
s=\sqrt{900+92.3+(0.30\times92.3)^2}=41.9\ \text{counts}.
$$

The gain falls to $565.5\times30/41.9$, about 400. If the droplet content follows a gamma distribution with this scatter, the three-sigma threshold gives false alarms 0.30 percent of the time instead of 0.13 percent, and at equal false-alarm probability the gain is about 370. The square of the droplet variation, 767, is nearly as large as the background variance, 900.

Longer counting cannot remove this variation. As the time grows, $B$ and $k$ grow in proportion to it, so the last term in $s^2$ grows as time squared and dominates. The detection limit then approaches

$$
\sigma_{\text{floor}}=\frac{3u k n_b}{k\eta A}
=\frac{3u n_b}{\eta A}
=1.6\times10^7\ \text{atoms/cm}^2 .
$$

Cleaner liquid does help. At 1 ng/L, with the same volume and relative scatter, the blank signal is 9.23 counts and $s=\sqrt{900+9.23+7.67}=30.3$ counts. The gain returns to about 560.

## How the residue changes the response

The simple result gives an atom in the residue the same response as an atom on the bare surface. Three effects alter this.

**Detector view.** Let the detector response fall with distance $r$ from the centre as $w(r)=e^{-\pi r^2/a}$. Its integral over the surface is

$$
\int_0^\infty e^{-\pi r^2/a}\,2\pi r\,dr=a,
$$

so $a$ is the effective analysed area, with $k$ defined at the centre. A centred, uniform residue of radius $\rho$ and area $q_r=\pi\rho^2$ has the mean response

$$
f_v=\frac1{q_r}\int_0^\rho e^{-\pi r^2/a}\,2\pi r\,dr
=\frac a{q_r}\left(1-e^{-q_r/a}\right).
$$

It tends to one for a small residue. For a diameter of 4 mm, $q_r=0.126$ cm² and $f_v=0.940$.

**Grazing excitation.** The incoming and reflected waves interfere above the wafer. Let $q=2\pi\theta/\lambda$ be the vertical wave number at the small grazing angle $\theta$, and let $x=\theta/\theta_c$, where $\theta_c$ is the critical angle. The component along the surface is conserved, and the wafer lowers the square of the total wave number by a fixed amount. The vertical wave number inside therefore obeys

$$
q'^2=q^2-\frac{q^2}{x^2},
$$

which vanishes at $x=1$, as it must at the critical angle. For $x<1$ it is imaginary, $q'=iq\sqrt{1/x^2-1}$, and the wave decays into the wafer. Absorption in the wafer is neglected.

With reflected amplitude $r$ and transmitted amplitude $t$, continuity of the wave and of its slope gives

$$
1+r=t,\qquad q(1-r)=q't .
$$

Substituting $r=t-1$ into the second equation gives $q(2-t)=q't$, hence $t=2q/(q+q')$. Since $q'$ is imaginary,

$$
|q+q'|^2=q^2+q^2\left(\frac1{x^2}-1\right)=\frac{q^2}{x^2},
\qquad |t|^2=4x^2 .
$$

This is the intensity at a surface atom, relative to the incident beam. Also $r=(q-q')/(q+q')$ has $|r|=1$, so at height $z$ the intensity is $2+2\cos(2qz+\phi)$, where $\phi$ is the phase of $r$. Its average over many fringes is 2. Atoms spread evenly through tall grains thus gain the factor

$$
f_x=\frac{2}{4x^2}=\frac1{2x^2}.
$$

It exceeds one for $x<1/\sqrt2$ and is less than one for $1/\sqrt2<x<1$. At $x=0.60$ it is 1.389.

With the illustrative values $\theta_c=3.0$ mrad and $\lambda=0.13$ nm, the fringe period is $\lambda/(2\theta)=36$ nm. For silicon at this wavelength the critical angle is nearer 3.26 mrad, so the same angle of 1.8 mrad would mean $x=0.55$ and $f_x=1.64$. Grains 1000 nm high span many periods. The wave calculation gives an average of 2.018 for them, within 1 percent of 2. For lower grains the factor depends on their height. At $x=0.60$ the intensity first rises above the surface, so grains half a fringe high, about 18 nm, gain a factor of 2.24. In a layer 1 nm thick the factor is only 1.12, so most of the gain is lost. Refraction inside the grains is left out, which is acceptable only while they cover a small fraction of the residue area.

**Absorption.** Let the solid residue, spread evenly over its area, have mean thickness $h$ and attenuation length $L$. A grazing ray crossing its full height has optical depth $\tau=h/(\theta L)$. At fractional height $v$, the incoming beam has crossed $\tau(1-v)$. The reflected beam has crossed the full depth downwards and a further $\tau v$ upwards, in total $\tau(1+v)$. After the fringes are averaged out, the two intensities add, and the mean factor is

$$
f_a=\frac12\int_0^1\left[e^{-\tau(1-v)}+e^{-\tau(1+v)}\right]dv
=\frac12\int_0^2e^{-\tau y}dy
=\frac{1-e^{-2\tau}}{2\tau}.
$$

The integrals join because $1-v$ covers the interval from 0 to 1 and $1+v$ covers that from 1 to 2. For $h=10$ nm, $\theta=1.8$ mrad and $L=100$ µm, $\tau=0.056$ and $f_a=0.946$. This treats the grains as thinly and evenly scattered, and each as much narrower than $L$. Wider grains also absorb noticeably within themselves. The formula falls as $1/(2\tau)$ for large $\tau$, but its assumptions fail there. A dense residue reflects the beam at its own top: with an electron density like that of the wafer, grains 1000 nm high at half coverage ($\tau=2.8$) give $f_xf_a\approx0.02$ instead of 0.25, and the 10 nm of this example laid down as a continuous film gives 0.38 instead of 1.31. A tall, sparse residue is lit through its side once the grain height divided by $\theta$ is no longer small compared with its diameter, and it then loses less than the formula says.

The combined response is $R=f_vf_xf_a=1.235$. In this example the stronger excitation outweighs the other two losses.

## The simple and corrected gains compared

Two further changes remain. If the droplet leaves a 3 mm ring unscanned at the edge, and 80 percent now means recovery from the scanned part, the collected amount falls by

$$
f_e=\left(\frac{147}{150}\right)^2=0.960 .
$$

If scattering from the residue raises the background by 20 percent, $B$ becomes 1080 counts. The response $R$ acts on nickel from the droplet as well as on nickel from the wafer, so the blank signal becomes $1.235\times92.3=114$ counts. The total noise is

$$
s=\sqrt{1080+114+(0.30\times114)^2}=48.6\ \text{counts},
$$

which is 1.621 times the original 30 counts. The corrected gain is

$$
G_{\text{corr}}=G\,\frac{f_eR}{s/\sqrt B}
=565.5\times\frac{0.960\times1.235}{1.621}\approx410 .
$$

The corresponding limit is $2.4\times10^7$ atoms/cm². With gamma-distributed droplet content and equal false-alarm probability, the gain is about 370. The simple estimate is high by somewhat over a third relative to the corrected gain, but its order of magnitude stands. This closeness owes something to cancellation: the excitation factor raises the signal by 39 percent, while the noise, which includes the equally enhanced droplet blank, grows by a factor of 1.62. Grains of a different height, if not tall compared with a fringe, or a less pure liquid, would shift that balance.

The chosen values describe a rough case of transition-metal analysis on 300 mm wafers. A direct limit near $10^{10}$ atoms/cm² is a plausible order of magnitude, but it follows here from the chosen $k$ and $B$ and is not a measured result. Recovery can move the answer a long way, since it depends on the metal, the surface and the collecting liquid. A metal that plates back onto the wafer may be poorly recovered; at 20 percent recovery the simple gain would be $0.20\times706.9$, about 140. A misplaced residue and detector dead time are also left out, and both would lower the signal. The recovery and the blank scatter therefore need to be measured for the metal and process concerned before the factor of 570 is used to set a control limit. The numerical output below lists the values used.

## Computed results

```
Wafer diameter: 300 mm
Wafer area: 706.9 cm2
Analysed spot: 1.0 cm2
Area ratio: 706.9
Recovery: 0.80
Simple gain: 565.5
Gain from randomly placed atoms: 561
Gain at recovery 0.70: 495
Gain at recovery 0.90: 636
Background in one run: 900 counts
Counting time: 1000 s
Response: 9.0e-09 counts per atom
Three-sigma net signal: 90.0 counts
Exact Poisson net signal: 91.7 counts
Direct detection limit: 1.00e+10 atoms/cm2
Collected detection limit: 1.77e+07 atoms/cm2
Atoms in residue at limit: 1.00e+10
Nickel atomic mass: 58.693 g/mol
Nickel in residue at limit: 0.97 pg
Direct counting time for same gain: 10.1 years
Gain from summed whole-wafer map: 26.6
Counting time of that map: 8.2 days
Example patch area: 5.0 cm2
Gain for that patch: 4.0
Break-even patch area: 1.25 cm2
Droplet volume: 100 uL
Nickel impurity in liquid: 10 ng/L
Relative blank scatter: 0.30
Blank atoms: 1.03e+10
Mean blank signal: 92.3 counts
Noise with blank: 41.9 counts
Gain with blank only: 404
Blank-limited floor: 1.63e+07 atoms/cm2
Unscanned edge: 3 mm; factor 0.960
Residue diameter: 4 mm
Residue viewing factor: 0.940
Critical angle: 3.0 mrad
Angle / critical angle: 0.60
X-ray wavelength: 0.13 nm
Fringe period: 36.1 nm
Grain height: 1000 nm
Surface intensity / incident: 1.440
Grain-average intensity / incident: 2.018
Ideal tall-grain excitation factor: 1.389
Mean residue thickness: 10 nm
Attenuation length: 100 um
Optical depth: 0.0556
Absorption factor: 0.946
Combined response factor: 1.235
Scattered-background factor: 1.20
Combined noise: 48.6 counts
Combined noise ratio: 1.621
Corrected gain: 414
Corrected detection limit: 2.42e+07 atoms/cm2
```
